Critical coagulation concentration in DLVO theory: sixth-power and square valence laws

**The form of the answer**

Two equal spheres of radius a sit in a z:z electrolyte with n ion pairs per unit volume and permittivity ε. Far from its neighbour each surface has the diffuse-layer potential ψ > 0. Mean-field theory measures potential in units of kT/(ze) and length in units of 1/κ, where

y = zeψ/kT, κ² = 2nz²e²/(εkT), x = κh,

and h is the surface separation. When h and 1/κ are both much smaller than a, the repulsion energy is proportional to a (Lemma 3). An energy proportional to a, built from the osmotic scale nkT and the length 1/κ, must read

V_R = πa nkT F(x, y)/κ².

The attraction of close spheres is V_A = −Aa/(12h), with A the Hamaker constant (Lemma 3). The ratio of the two is

V_R/|V_A| = 12π nkT xF/(Aκ³).

Call the salt critical when the largest value of this ratio over h is 1, and let M(y) be the maximum of xF over x. Then κ³ = 12π nkT M/A. Substituting n = εkTκ²/(2z²e²) and cancelling κ² gives

κ = 6πε(kT)²M/(Az²e²).

Putting this back into n = εkTκ²/(2z²e²) gives

n_c = 18π² ε³(kT)⁵M(y)²/(A²e⁶z⁶).

If M tends to a constant at high potential, n_c ∝ z⁻⁶. If the theory is linear at low potential, energies are quadratic in the potential, so M ∝ y² ∝ z² at fixed ψ, and n_c ∝ z⁻⁶z⁴ = z⁻². It remains to find M.

**Theorem**

Assume:

1. The ions are points obeying the Poisson-Boltzmann equation.
2. The double layers overlap weakly, so that their tails add midway.
3. κa ≫ 1 and h ≪ a.
4. The attraction is unretarded, with constant A.
5. ψ, A, ε and T are the same for all salts compared.

Define the critical coagulation concentration (ccc) as the density at which the top of the energy barrier lies at V = V_R + V_A = 0. With γ = tanh(y/4),

n_c = 73728 π² exp(−2) ε³(kT)⁵γ⁴/(A²e⁶z⁶).  (1)

For y ≫ 1, γ → 1 and n_c ∝ z⁻⁶. For y ≪ 1,

n_c = 288 π² exp(−2) ε³kTψ⁴/(A²e²z²) ∝ z⁻².  (2)

Between the limits the local exponent is

d ln n_c/d ln z = −6 + 2y/sinh(y/2).  (3)

**Lemma 1: the tail of one double layer**

Let u be the local scaled potential and s the distance from a flat wall times κ. The charge density is zen[exp(−u) − exp(u)] = −2zen sinh u, so Poisson's equation becomes u″ = sinh u. Multiply by u′ and integrate, with u = u′ = 0 far away:

u′²/2 = cosh u − 1 = 2 sinh²(u/2), hence u′ = −2 sinh(u/2).

The negative root makes u decay. Since

d ln tanh(u/4)/du = 1/[4 sinh(u/4) cosh(u/4)] = 1/[2 sinh(u/2)],

it follows that d ln tanh(u/4)/ds = −1, and

tanh(u/4) = γ exp(−s).

Where u is small, u = 4γ exp(−s). However large the surface potential, the tail looks like that of a linear layer with surface potential

ψ_eff = 4kTγ/(ze).

This equals ψ when y ≪ 1 and saturates at 4kT/(ze) when y ≫ 1.

**Lemma 2: repulsion of two plates**

Between two plates the osmotic pressure is 2nkT cosh u. Its gradient balances the electric force on the ions, so osmotic pressure minus εE_f²/2, with E_f the field, is the same at every position in the gap. The field vanishes at the midplane by symmetry. Subtracting the reservoir pressure 2nkT leaves

Π = 2nkT(cosh u_m − 1),

where u_m is the midplane potential. By assumption 2 the two tails, each evaluated at s = x/2, add:

u_m = 8γ exp(−x/2).

For small u_m, cosh u_m − 1 = u_m²/2, and therefore

Π = nkT u_m² = 64nkTγ² exp(−κh).

The energy per area is the work done against Π from infinity:

W = 64nkTγ² exp(−κh)/κ.

**Lemma 3: from plates to spheres**

At distance r from the axis each sphere surface has receded by r²/(2a), so the local gap is H = h + r²/a. A ring has area 2πr dr = πa dH. Summing plate energies over rings gives

V = πa ∫ W(H) dH, from H = h to ∞,

where the upper limit is harmless for the exponentially decaying repulsion, which has died out well before H reaches a. The attraction decays only as 1/H², so its ring sum is just the leading term in h/a; at h/a = 0.061, as in the example below, the pairwise attraction of whole spheres is 0.70 of it. For the repulsion,

V_R = 64πa nkTγ² exp(−κh)/κ².

Since nkT/κ² = ε(kT)²/(2z²e²), the prefactor is 32πεa(kT/ze)²γ², so that

V_R = 2πεaψ_eff² exp(−κh).  (4)

For the attraction, let atoms of density ρ attract by −C/r⁶. An atom at distance D from a half-space has energy

−Cρ ∫_D^∞ dζ ∫₀^∞ 2πr dr/(r² + ζ²)³ = −Cρ ∫_D^∞ (π/2)ζ⁻⁴ dζ = −πρC/(6D³).

Summing over a second half-space, from D = h outward, gives −πρ²C/(12h²) per area. With A = π²ρ²C this is −A/(12πh²). In a liquid A is an effective constant that includes the medium. The ring sum then gives

V_A = −πa ∫_h^∞ A dH/(12πH²) = −Aa/(12h).

**Proof of the theorem**

Write R = V_R/|V_A|, so that V = |V_A|(R − 1) and V′ = |V_A|′(R − 1) + |V_A|R′. Hence V = V′ = 0 is equivalent to R = 1 and R′ = 0. From (4),

R = 24πεψ_eff² h exp(−κh)/A = [24πεψ_eff²/(Aκ)] x exp(−x).

The function x exp(−x) has its single maximum at x = 1, where it equals exp(−1). Setting the maximum of R to 1 gives

κ_c = 24π exp(−1) εψ_eff²/A.  (5)

At fixed ψ the maximum of R falls as 1/κ. Less salt than n_c therefore leaves a positive barrier, and more salt makes V negative at every h. Insert (5) into n = εkTκ²/(2z²e²), using 24²/2 = 288:

n_c = 288π² exp(−2) ε³kTψ_eff⁴/(A²z²e²).

With ψ_eff = ψ this is (2). In general ψ_eff⁴ = 256(kT)⁴γ⁴/(z⁴e⁴), and 288 × 256 = 73728 gives (1).

For the exponent, ln n_c = constant − 6 ln z + 4 ln tanh(y/4). At fixed ψ, y ∝ z, so the derivative found in Lemma 1 gives d ln tanh(y/4)/d ln z = y/[2 sinh(y/2)]. Four times this, minus 6, is (3). As y → 0, 2y/sinh(y/2) → 4 and the exponent is −2; as y → ∞ it is −6. ∎

Equation (5) shows the cause. At low potential the repulsion knows the salt through κ alone, so coagulation occurs at the same screening length for every valence, which fixes nz². At saturation the tail amplitude itself falls as 1/z. Then κ_c ∝ z⁻², and n_c ∝ κ_c²/z² ∝ z⁻⁶.

**Remark 1: do the powers survive full overlap?**

At x = 1 weak overlap is a rough assumption. For y = 1.168, used below, it gives u_m = 8 × 0.2839 × 0.607 = 1.38, which exceeds the surface value. The opening argument does not need it; it needs the two limits of M.

At low potential, linear theory gives u_m = y/cosh(x/2) if the potential is held during approach, and u_m = y/sinh(x/2) if the charge is held. Integrating Π = nkT u_m² once over x gives 4y²/(exp(x) + 1) and 4y²/(exp(x) − 1); integrating again gives

F = 4y² ln[1 + exp(−x)] and F = −4y² ln[1 − exp(−x)].

Both are proportional to y², so z⁻² survives. The prefactor of (2) is multiplied by 0.739 or 1.706 respectively.

At high potential the first integral u′²/2 = cosh u − cosh u_m gives

x = 2 ∫ du/√[2(cosh u − cosh u_m)], from u_m to the surface value.

The integrand decays as exp(−u/2), so x has a finite limit when the surface value grows without bound, and u_m at given x saturates. For small x, u_m is large and the integral becomes x = 2π exp(−u_m/2). Then Π = nkT exp(u_m) = 4π²nkT/x², so F grows only as ln(1/x) and xF → 0. At large x, F decays exponentially. Thus M is finite and z⁻⁶ survives, with the prefactor multiplied by 0.906 for either boundary condition.

**Remark 2: fixed surface charge**

From Lemma 1 the charge density of an isolated wall is

σ = εκ(kT/ze) 2 sinh(y/2) = √(8εnkT) sinh(y/2).

If σ is common to all salts and small, ψ = σ/(εκ). Then (2) gives n_c ∝ z⁻²κ⁻⁴ ∝ z⁻⁶n_c⁻², so n_c³ ∝ z⁻⁶ and again n_c ∝ z⁻². If σ is so large that y ≫ 1 for every salt, the sixth power returns.

**Remark 3: what zero barrier means**

At n_c, V = (Aaκ_c/12)[exp(1 − x) − 1/x]. Beyond the touching point x = 1 there is a well, with its minimum where x² exp(1 − x) = 1, at x = 3.51. A particle in it must still climb to V = 0 to reach contact.

A stricter criterion is that the force is nowhere repulsive. The ratio of repulsive to attractive force is [24πεψ_eff²/(Aκ)] x² exp(−x), whose maximum, at x = 2, contains 4 exp(−2) in place of exp(−1). Thus κ rises by the factor 4 exp(−1), and n_c by the factor 16 exp(−2) = 2.165. This is also the zero-barrier criterion for plates, because the sphere force is πa times the plate energy. The valence laws are unchanged.

**Example: an alumina polishing slurry**

Take rough values for alumina in acid, where its surface is positive: a = 50 nm, A = 5×10⁻²⁰ J, ψ = 30 mV, T = 298.15 K and relative permittivity 78.4. Then kT/e = 25.69 mV, and for z = 1, y = 30/25.69 = 1.168 and γ = 0.2839. The saturated value of (1) is 1529 mmol/L, so

n_c = 1529 × 0.2839⁴ = 9.93 mmol/L.

For z = 2 and 3 the same product gives

23.89 × 0.5254⁴ = 1.82 mmol/L,
2.097 × 0.7043⁴ = 0.516 mmol/L.

The 3:3 salt is a formal case. The ratios to z = 1 are 5.45 and 19.2, against 4 and 9 for the square law and 64 and 729 for the sixth power. The local exponents are −2.22, −2.78 and −3.49: a potential that is low for monovalent ions is no longer low for trivalent ones. Equation (2) overestimates n_c by 12% for z = 1 and by a factor 2.4 for z = 3, relative to (1).

The surface charges at the three ccc values are nearly equal: 0.722, 0.727 and 0.745 μC/cm². By (1), σ at n_c and fixed ψ varies as tanh²(y/4) sinh(y/2)/y³. For small y the two functions bring factors 1 − y²/24 and 1 + y²/24, so the first correction cancels. Within (1), a charge common to all salts and a potential common to all salts therefore predict similar ccc values here.

At 200 mV the ratios rise to 54.5 and 619, close to the sixth power. But the monovalent case then requires 328 μC/cm², about 20 elementary charges per nm², and a screening length of 0.27 nm, comparable with the size of an ion. For higher valence the required charge is larger still. For a series that starts with a monovalent salt, the saturated law is thus a limit of the model that such a surface cannot reach; a steep measured valence dependence does not by itself establish saturation.

**How far the model can be trusted here**

At the monovalent ccc, 1/κ = 3.05 nm and κa = 16.4. Each change below is made separately to the value 9.93 mmol/L, unless stated.

- Full overlap multiplies it by 0.743 if the potential is held during approach, or by 1.182 if the charge is held. The factor depends on valence, so the ratios 5.45 and 19.2 become 5.4 and 18 in the first case, but 7.1 and 27 in the second.
- Finite size, using the pairwise attraction of whole spheres and a repulsion reduced by 2a/(2a + h), gives 17.7 mmol/L.
- Retardation, estimated by the interpolation factor 1/(1 + 14h/λ) with λ = 100 nm, gives 18.3 mmol/L. The value of λ is rough: 50 nm gives 26 mmol/L and 200 nm gives 14 mmol/L.
- Salt screening of the zero-frequency attraction, with that part set to its upper bound of about 0.9kT, gives about 11 mmol/L.
- The last three together give 31.5 mmol/L, a factor 3.2; adding full overlap gives about 28 mmol/L with the potential held and about 33 mmol/L with the charge held. Weaker attraction acts strongly because n_c ∝ A⁻².
- At 50 °C with relative permittivity 70, and ψ and A held, (1) gives 7.8 mmol/L. The fall of ε³ outweighs the rise of T.

Ion correlations are measured by 2πz³l_B²σ/e, where l_B = 0.715 nm is the separation at which two elementary charges interact with energy kT. Mean-field theory needs this number to be well below 1. At 30 mV it is 0.145, 1.2 and 4.0 for z = 1, 2 and 3, so the divalent result is doubtful and the trivalent one lies outside the theory's range.

In the uncorrected model the outer well at n_c is 3.4kT deep at h = 10.7 nm, and its depth grows in proportion to a. At a quarter of the ccc, 2.48 mmol/L, the barrier is 11kT. At a given salt density, weaker attraction makes the well shallower and the barrier higher; at h = 10.7 nm the retardation factor above is already 0.40. Under a pad moving at 1 m/s over a 20 μm film, the shear rate is 5×10⁴ s⁻¹. With viscosity η = 0.89 mPa s, the Péclet number 6πηa³(shear rate)/kT is about 25, so shear rather than diffusion governs encounters. The drag scale 6πηa²(shear rate) does work of 1.6kT over one screening length. By Remark 3 the pull of the outer well is (Aaκ_c²/12)[1/x² − exp(1 − x)], which is at most 0.37kT per screening length, so shear of this strength can separate a pair held in that well. The calculated ccc belongs to slurry at rest.

In a real slurry the assumption of a common ψ is fragile. Multivalent anions can adsorb on alumina and lower ψ, and by (2) halving a low potential divides n_c by 16. For this slurry, then, (1) gives a monovalent ccc of about 10 mmol/L, and the corrections for size, retardation and screening raise it to about 30 mmol/L. The rough inputs matter as much: a change of 10 mV in ψ alone changes (1) by a factor of 3 to 5. The numerical output gives the remaining values.

Computed values

```
Inputs: T = 298.15 K, relative permittivity = 78.4, radius = 50 nm
Inputs: A = 5.0e-20 J, potentials = 30 and 200 mV
kT/e = 25.69 mV, Bjerrum length = 0.715 nm
Fixed potential 30 mV:
 z=1: y = 1.168, g = 0.2839, ccc = 9.931 mmol/L, 1/kappa = 3.051 nm
      local exponent = -2.219, surface charge = 0.722 uC/cm2, correlation strength = 0.145
 z=2: y = 2.335, g = 0.5254, ccc = 1.821 mmol/L, 1/kappa = 3.562 nm
      local exponent = -2.783, surface charge = 0.727 uC/cm2, correlation strength = 1.17
 z=3: y = 3.503, g = 0.7043, ccc = 0.516 mmol/L, 1/kappa = 4.461 nm
      local exponent = -3.493, surface charge = 0.745 uC/cm2, correlation strength = 4.03
 ccc ratios: z=1 to z=2 5.45, z=1 to z=3 19.2
Fixed potential 200 mV:
 z=1: y = 7.784, g = 0.9600, ccc = 1299 mmol/L, 1/kappa = 0.267 nm
      local exponent = -5.365, surface charge = 328 uC/cm2, correlation strength = 65.6
 z=2: y = 15.569, g = 0.9992, ccc = 23.81 mmol/L, 1/kappa = 0.985 nm
      local exponent = -5.974, surface charge = 2.17e+03 uC/cm2, correlation strength = 3.49e+03
 z=3: y = 23.353, g = 1.0000, ccc = 2.097 mmol/L, 1/kappa = 2.213 nm
      local exponent = -5.999, surface charge = 3.16e+04 uC/cm2, correlation strength = 1.71e+05
 ccc ratios: z=1 to z=2 54.54, z=1 to z=3 619.3
Limits z=1: low-potential formula at 30 mV = 11.1 mmol/L, saturated = 1529 mmol/L
Limits z=2: low-potential formula at 30 mV = 2.775 mmol/L, saturated = 23.89 mmol/L
Limits z=3: low-potential formula at 30 mV = 1.234 mmol/L, saturated = 2.097 mmol/L
Saturated z=1: 1/kappa = 0.246 nm
Below: 30 mV example, z=1 unless stated
kappa*a at ccc = 16.39
Outer well at ccc: depth = 3.38 kT at h = 10.72 nm
Barrier at ccc/4 = 2.483 mmol/L: 10.95 kT at h = 3.48 nm
No-repulsive-force criterion: 21.50 mmol/L, factor 2.165
Full Poisson-Boltzmann factor on ccc (fixed potential, fixed charge):
 low-potential limit: 0.739, 1.706
 z=1 at 30 mV: 0.743, 1.182
 z=2 at 30 mV: 0.755, 0.906
 z=3 at 30 mV: 0.780, 0.829
 saturated limit, both: 0.906
ccc with finite particle size: 17.74 mmol/L
ccc with retardation (wavelength 100 nm): 18.29 mmol/L
ccc with screened static attraction: 11.35 mmol/L
ccc with these three together: 31.52 mmol/L, factor 3.17
ccc at 323.15 K, relative permittivity 70.0: 7.79 mmol/L
Pad: speed 1.0 m/s, film 20 um, viscosity 0.89 mPa s, shear rate 5.0e+04 1/s
Shear: Peclet number = 25.5, work over 1/kappa = 1.55 kT
```
